# Newton Iteration for Periodic Growth in Atomic Layer Deposition

## What a settled growth rate can hide

A simulated deposition process is run cycle after cycle until the growth per cycle changes by less than 0.1% from one cycle to the next. In the example below this happens at cycle 148, and the growth is then still 11% above its periodic value. The small change is a sign of slow evolution, not of small error. If the surface keeps a memory over about a hundred cycles, plain cycling needs hundreds of cycles to settle.

The periodic state can instead be computed as the root of an equation: the coverages at the end of a cycle must equal those at its start. Newton's method can find such a root in a few steps, provided that site conservation is treated correctly. The stability of the root must then be examined, because real cycling, with its small disturbances, generally moves away from an unstable root.

## The cycle map

Each cycle consists of a trimethylindium pulse, a purge, a water pulse and a second purge. The surface is described in mean field by four site fractions: hydroxyl $x$, methylindium $y$, persistent residue $z$ and oxygen bridge $v$. With dots for time derivatives,

$$
\begin{aligned}
\dot x&=-ax-cx^2+by+rv+fz,\\
\dot y&=ax-by-ey^2,\\
\dot z&=ey^2-fz-qaxz,\\
\dot v&=cx^2-rv+qaxz .
\end{aligned}
$$

Here $a$ is the adsorption rate, nonzero only in the precursor pulse. The rates of hydrolysis $b$, rehydroxylation $r$ and residue removal $f$ are nonzero only in the water pulse. Hydroxyl condensation $c$ and residue formation $e$ act at all times. The residue is assumed to float on the growth front; $q$ measures how readily an adsorption event buries it. Each site is assumed to be renewed by growth, so the site density $N_s$ is constant.

Let $u=(x,y,z,v)^T$ at the start of a cycle and let $P(u)$ be the result one cycle later. The number of indium atoms added per site, and the thickness added, are

$$
G=\int ax\,dt,\qquad h=\frac{N_s}{n_{\rm In}}G ,
$$

where $n_{\rm In}$ is the indium density of the film. Periodic growth requires $P(u^*)=u^*$.

## Removing the conserved quantity

Adding the four rate equations cancels every term, so $\mathbf 1^TP(u)=\mathbf 1^Tu$, where $\mathbf 1$ is the column of four ones. Differentiation with respect to $u$ gives

$$
\mathbf 1^TM_4=\mathbf 1^T,\qquad M_4=\frac{\partial P}{\partial u}.
$$

Thus $M_4$ has an eigenvalue 1 and $I-M_4$ cannot be inverted. The reason is physical: the four-variable equation does not say how many sites there are.

Setting $v=1-x-y-z$ supplies that information. With $w=(x,y,z)^T$, an allowed change is

$$
\delta u=B\,\delta w,\qquad B=\begin{pmatrix}I_3\\-1\;-1\;-1\end{pmatrix}.
$$

The columns of $B$ sum to zero. So do those of $M_4B$, because $\mathbf 1^TM_4B=\mathbf 1^TB=0$. Hence $M_4B=BM$, where $M$ consists of the first three rows of $M_4B$. This $3\times3$ matrix is the derivative of the reduced map, and it carries the three eigenvalues of $M_4$ that remain when the conserved one is taken out.

## The Newton step and its derivative matrix

Write $P(w)$ for the reduced map and $R(w)=P(w)-w$ for the difference between end and start. Its derivative is $M-I$. Setting the linearized difference at $w_k+\delta_k$ to zero gives

$$
R(w_k)+(M_k-I)\delta_k=0
\quad\Longrightarrow\quad
(I-M_k)\delta_k=R(w_k),
$$

followed by $w_{k+1}=w_k+\delta_k$.

The matrix comes from the same time integration as the state. If $\dot u=F(u,t)$ and $Y=\partial u(t)/\partial u(0)$, the chain rule gives

$$
\dot Y=J(u,t)Y,\qquad J=\frac{\partial F}{\partial u},\qquad Y(0)=I,
$$

and $M_4$ is $Y$ at the end of the cycle. The state and $Y$ should be advanced by the same Runge–Kutta steps. A stage slope $F(u+\tfrac h2k_1)$, for step length $h$ and first slope $k_1=F(u)$, has the derivative $J(u+\tfrac h2k_1)(Y+\tfrac h2K_1)$ with $K_1=J(u)Y$. This is the corresponding stage for $Y$. The other stages follow in the same way, so the computed matrix is the derivative of the discrete map, apart from rounding.

A full step may leave the physical region. It is therefore halved until no coverage is negative and the largest component of $R$ has decreased. This safeguard does not guarantee convergence from every start.

## Error of the Newton iteration

Let $\epsilon_k=w_k-w^*$. Taylor expansion about $w_k$, evaluated at the root, reads

$$
0=R(w^*)=R(w_k)-(M_k-I)\epsilon_k+\eta_k,
\qquad \|\eta_k\|\le\tfrac12L\|\epsilon_k\|^2,
$$

where $L$ is a Lipschitz constant of the derivative of $P$ near the root. Hence $R(w_k)=-(I-M_k)\epsilon_k-\eta_k$, and

$$
\epsilon_{k+1}=\epsilon_k+(I-M_k)^{-1}R(w_k)
=-(I-M_k)^{-1}\eta_k .
$$

It follows that

$$
\|\epsilon_{k+1}\|\le\tfrac12L\,\|(I-M_k)^{-1}\|\,\|\epsilon_k\|^2 .
$$

Convergence is quadratic if $I-M$ is invertible at the root and the start is close enough. Long memory makes the inverse large. It need not spoil the iteration, because slow reactions can also make the relevant curvature small. At an eigenvalue of exactly 1 the argument fails.

Since $\delta_k=\epsilon_{k+1}-\epsilon_k$, the size of the Newton step estimates the current error once convergence is quadratic. The size of $R$ does not, because near the root $R\approx-(I-M)\epsilon$: an error along an eigenvector with eigenvalue $\mu$ appears in $R$ multiplied by $1-\mu$ in magnitude.

## Error of plain cycling

Near the root plain cycling gives $\epsilon_{n+1}=M\epsilon_n$. Let $\rho$ be the largest eigenvalue magnitude of $M$. If $\rho<1$ belongs to a single real positive eigenvalue, the late error falls as $\rho^n$, with a memory of

$$
n_m=-\frac1{\ln\rho}
$$

cycles. The growth error then obeys $G_{n+1}-G^*=\rho(G_n-G^*)$. Subtracting this from $G_n-G^*$ yields

$$
G_n-G^*=\frac{G_n-G_{n+1}}{1-\rho}.
$$

This is the correction that the 0.1% rule lacks.

The transient also leaves a lasting thickness offset. Let $g$ be the row vector $\partial G/\partial w$ at the root. For a small initial deviation $\epsilon_0$,

$$
\sum_{n=0}^{\infty}(G_n-G^*)=\sum_{n=0}^{\infty}gM^n\epsilon_0
=g(I-M)^{-1}\epsilon_0 ,
$$

where the geometric series converges because $\rho<1$.

The same inverse gives the response to a process parameter $p$. Differentiating $w^*=P(w^*,p)$ gives $(I-M)\,\partial w^*/\partial p=P_p$, with $P_p$ taken at fixed starting coverages. Therefore

$$
\frac{dG^*}{dp}=G_p+g(I-M)^{-1}P_p .
$$

The second term is the part that builds up over many cycles.

## An indium oxide example

The temperature is 500 K, with trimethylindium at 0.05 Torr and water at 0.10 Torr. The pulses last 0.5 s and 1.0 s, and each purge lasts 5 s. A site density of 2.0 nm$^{-2}$ and an indium density of 31.06 nm$^{-3}$ give $2.0/31.06=0.0644$ nm for $G=1$. This density counts 32 indium atoms in a cubic cell with its edge rounded to 1.01 nm; the measured edge of about 1.0117 nm gives 30.9 nm$^{-3}$ and raises every thickness below by 0.5%.

The kinetic gas flux $p/\sqrt{2\pi mk_BT}$, with pressure $p$ and molecular mass $m$, is $6.21\times10^4$ nm$^{-2}$ s$^{-1}$ for trimethylindium and $3.70\times10^5$ nm$^{-2}$ s$^{-1}$ for water. A rate is the flux times a chosen reaction probability, divided by $N_s$. For adsorption, with probability $4\times10^{-4}$,

$$
a=\frac{4\times10^{-4}\times6.21\times10^4}{2.0}=12.4\ {\rm s^{-1}} .
$$

Probabilities of $5\times10^{-5}$, $4\times10^{-6}$ and $1.5\times10^{-8}$ likewise give $b=9.25$, $r=0.740$ and $f=0.00278$ s$^{-1}$. The remaining choices are $c=0.010$ s$^{-1}$, $e=0.0010$ s$^{-1}$ and $q=0.004$.

The equations were integrated by the classical fourth-order Runge–Kutta method, with 40 and 60 steps in the two pulses and 10 in each purge. Starting from a fully hydroxylated surface, Newton's method gives the following sequence. Errors are the largest coverage differences from the final iterate.

| Iterate | $z$ | Largest component of $R$ | Error |
|---|---:|---:|---:|
| 0 | 0 | $5.8\times10^{-2}$ | $4.1\times10^{-1}$ |
| 1 | 0.28115 | $5.0\times10^{-3}$ | $8.7\times10^{-2}$ |
| 2 | 0.36222 | $3.5\times10^{-4}$ | $5.8\times10^{-3}$ |
| 3 | 0.36795 | $1.8\times10^{-6}$ | $3.0\times10^{-5}$ |
| 4 | 0.36798 | $4.9\times10^{-11}$ | $8.0\times10^{-10}$ |

A fifth step reduces $R$ to rounding level. No step had to be halved. The last error ratio is $8.0\times10^{-10}/(3.0\times10^{-5})^2\approx0.9$, so the quadratic constant is of order one despite the long memory.

The periodic coverages are $x=0.592$, $y=0.00006$, $z=0.368$ and $v=0.040$. The growth follows by hand. During the precursor pulse $x$ obeys $\dot x=-ax-cx^2$, and since $c\ll a$ the condensation term can be dropped:

$$
G\approx x(1-e^{-12.4\times0.5})=0.592\times0.998=0.591 .
$$

With one more digit in each factor, the growth per cycle is $0.5908\times0.06439=0.0380$ nm, against 0.0642 nm in the first cycle.

### Where the memory comes from

The eigenvalue magnitudes of $M$ are 0.9906, 0.444 and $2\times10^{-7}$. The largest gives a memory of 105 cycles, or $105\times0.0380=4.0$ nm of film.

A one-variable estimate traces it to the residue. Just after adsorption $y\approx x$. Including its rise in the precursor pulse and its decay in the water pulse, the effective time for forming residue is

$$
t_y\approx0.5-\frac{3}{2a}+5+\frac1{2b}=5.43\ {\rm s}.
$$

With $E=et_y=0.00543$ and $\phi=f\times1\,{\rm s}=0.00278$, the change of $z$ per cycle is approximately

$$
\Delta z=Ex^2-(qx+\phi)z .
$$

The bridges adjust faster. They come mainly from condensation, so $v\propto x^2$ and $dv/dx\approx2v/x=0.134$. Differentiating $x+z+v\approx1$ gives $dx/dz=-s$ with $s=1/1.134=0.88$. Then

$$
1-\rho\approx-\frac{d\Delta z}{dz}
=s(2Ex-qz)+qx+\phi\approx0.0095,
$$

close to the computed 0.0094. With $s$ held fixed, half the second derivative of $\Delta z$ is $Es^2+qs=0.0077$. Divided by 0.0095, it predicts a quadratic constant of about 0.8. Slow chemistry enters both numerator and denominator, which is why Newton's method is not slowed here.

### What cycling costs

Plain cycling from the same start needs 1325 cycles to bring every coverage within $10^{-6}$ of the root. The growth comes within 1% from cycle 398. Newton's method used six cycle integrations, each with one state column and four derivative columns: 30 columns in all, against 1325. This is a count of work, not a measured time. It also shortens the calculation, not the deposition: 398 real cycles of 11.5 s take 1.27 h.

From cycle 148 to cycle 149 the relative change is below 0.1% for the first time. Dividing the absolute drop in growth between these two cycles by $1-\rho$ predicts an error at cycle 148 of 11.7% of the periodic growth; the actual error is 11.1%. The formula is linear, so a small discrepancy is expected this far from the root.

Over the 1325 cycles the transient adds 1.9 nm to the $1325\times0.0380=50.4$ nm of periodic growth. For a film of a few nanometres the transient must therefore be followed explicitly; the periodic value alone would misjudge the thickness.

### Response to a slow reaction

A change of $e$ leaves $G$ unchanged in the cycle where it is made, because adsorption depends on the initial $x$ and precedes the effect of new residue on $x$. Yet the periodic response is $d\ln G^*/d\ln e=-0.297$: a 1% faster residue formation eventually lowers growth by about 0.3%. An experiment lasting a few cycles would miss most of this effect.

Lengthening the precursor purge, with all else fixed, acts in the same direction. Purges of 2, 5, 10 and 20 s give 0.046, 0.038, 0.031 and 0.023 nm per cycle, and the memory falls from 127 to 65 cycles. More time for residue formation raises $E$, which enters both the balance and the relaxation rate.

## Roots that a process will not reach

Newton's method solves for periodicity and takes no account of stability. Suppose water cannot remove residue, $f=0$. The surface with $z=1$ and all other coverages zero is then periodic, since every rate vanishes. Add a small active fraction $\varepsilon=x+y+v$. Burial enlarges it by about $q\varepsilon$ per cycle, while residue formation removes only an amount of order $\varepsilon^2$. Thus

$$
\rho\approx1+q=1.004,
$$

and the computed value is 1.00398. Full Newton steps without the safeguard, started at $x=0.02$ and $z=0.98$, converge to this root, although real cycling leaves it. On the way they pass through slightly negative coverages, about $-10^{-3}$; with the safeguard, step halving stalls at this start, which lies on the edge of the physical region. The eigenvalues of $M$ must therefore be inspected after convergence. If several stable roots exist, the initial surface decides which one the process reaches, and a Newton root from an arbitrary start does not settle that question.

## How far the example represents a real process

The temperature, pressures and pulse times are rough values chosen to illustrate indium oxide deposition from trimethylindium and water; they are not fitted to a particular reactor. The growth is no independent prediction, because the chosen site density sets its scale. The slow residue is a model assumption, not an established property of this process. Of the assumptions varied here, its floating matters most: an ordinary blocked site would soon be overgrown. Setting $q=1$ raises growth by 52%. The leading eigenvalues are then a complex pair of magnitude 0.416, so the envelope of the error decays with a memory of only 1.1 cycles, leaving little reason to avoid plain cycling.

Other changes were sized by solving for a new periodic state each time. Complete clustering of the partners in both pair reactions, in place of random mixing, lowers growth by 28%. A temperature 5 K higher, applied to residue formation alone with an assumed barrier of 1.2 eV, lowers it by 8%. Pulse tails, represented by 0.2 s of added exposure in each pulse, raise it by 2.4%. A precursor pressure lower by 20% costs only 0.14%. Adsorption is nearly saturated, so the loss in the same cycle is 0.50%, and a 0.37% rise in the periodic hydroxyl coverage then offsets most of it. A direct count of molecular impacts, without a new periodic state, shows that parasitic decomposition during the precursor pulse would add 1% to growth at a probability of $3.8\times10^{-7}$ per molecular impact. Roughening, island nucleation and changing site density are left out. The kinetic assumptions thus limit the predicted growth far more than the Newton iteration does.
